# Why image charges do not give 3/8 for a metal sphere

**Comment on an image-charge derivation of the ionisation energy of small metal spheres**

## The argument under review

The argument concerns a neutral metal sphere of radius $R$ in vacuum and asks how its ionisation energy $I$ differs from the work function $W$ of a flat surface of the same metal. It runs as follows.

An electron at distance $d$ outside a flat metal surface has the image energy $-1/(4d)$. This form fails very close to the surface, so it is cut off at a distance $d_0$ chosen to reproduce the work function, $1/(4d_0)=W$. For a sphere, the flat image energy is replaced by that of an electron outside a sphere of charge $+1$. The work from $d_0$ to infinity is then $W+3/(8R)$, and this is identified with $I$. Measured slopes below $1/2$ are cited in support.

Hartree atomic units are used here: the elementary charge and $4\pi\varepsilon_0$ are 1, the electron has charge $-1$, lengths are in bohr and energies in hartree. In Gaussian units the claimed shift is $3e^2/(8R)$.

There is a competing elementary estimate. Removing an electron leaves a sphere of charge $+1$, whose field outside is $1/r^2$. The energy of this field is

$$
\int_R^\infty \frac{1}{8\pi}\left(\frac{1}{r^2}\right)^2 4\pi r^2\,dr=\frac12\int_R^\infty\frac{dr}{r^2}=\frac{1}{2R}.
$$

Both estimates claim to be classical electrostatics of the same process, so at least one of them must leave something out. The questions are which one, and what a measured slope then means.

## The image energy is correct

Let the sphere carry total charge $Q$ while the electron is at distance $r>R$ from its centre. Keeping $Q$ general costs nothing and will cover ionisation and attachment together.

An image charge $q'=+R/r$ at distance $R^2/r$ from the centre makes the potential of electron plus image vanish on the sphere. To give the sphere the total charge $Q$, a further charge $Q-R/r$ is placed at the centre; it keeps the surface an equipotential. The surface potential is therefore

$$
\Phi=\frac{1}{R}\left(Q-\frac Rr\right)=\frac QR-\frac1r .
$$

The potential that the sphere's charge produces at the electron is

$$
\varphi=\frac{1}{r}\left(Q-\frac Rr\right)+\frac{R/r}{r-R^2/r}
=\frac Qr-\frac{R}{r^2}+\frac{R}{r^2-R^2}
=\frac Qr+\frac{R^3}{r^2(r^2-R^2)} .
$$

The electrostatic energy is half the sum of charge times potential. Without the self-energy of the electron,

$$
E_Q(r)=\tfrac12Q\Phi-\tfrac12\varphi
=\frac{Q^2}{2R}-\frac Qr-\frac{R^3}{2r^2(r^2-R^2)} .
$$

For $Q=1$ and $r=1.25R$ this gives $-0.86889/R$. A numerical solution for the surface charge, which uses no images, gives the same value to the digits quoted.

Now put $r=R+d$ with $t=d/R\ll1$. Since $r^2=R^2(1+t)^2$ and $r^2-R^2=2Rd(1+t/2)$, the last term becomes

$$
-\frac{1}{4d}\,\frac{1}{(1+t)^2(1+t/2)}
=-\frac1{4d}\left(1-\frac52t+O(t^2)\right)
=-\frac1{4d}+\frac{5}{8R}+O\!\left(\frac{d}{R^2}\right).
$$

With $-Q/r=-Q/R+O(d/R^2)$,

$$
E_Q(R+d)=-\frac1{4d}+\frac1R\left(\frac{Q^2}{2}-Q+\frac58\right)+O\!\left(\frac d{R^2}\right).
$$

With the electron at infinity the energy is $Q^2/(2R)$. The outer leg, from $d$ to infinity, therefore costs

$$
\frac{Q^2}{2R}-E_Q(R+d)=\frac1{4d}+\frac1R\left(Q-\frac58\right)+\dots
$$

For ionisation of a neutral sphere, $Q=1$, the excess over the flat surface is $3/(8R)$. The algebra under review is correct up to this point.

## The missing leg

The electron does not start at $d$. It starts inside the metal, and the work from there to $d$ also depends on $R$. By setting the outer work at a fixed $d_0$ equal to $W$ in the flat case and to $I$ for the sphere, the argument assumes that this inner leg has no correction of order $1/R$.

The inner leg can be calculated in a classical model that needs no cut-off. Replace the electron by a rigid spherical shell of radius $a$ and charge $-1$, which can pass through the conductor. The conductor is ideal: its mobile charge can settle anywhere in its volume or on its surface, and it readjusts during a slow displacement, so that the work equals the difference of electrostatic energies.

Before removal, the shell is inside and the complete object has charge $Z=Q-1$. Mobile charge cancels the shell locally, and the remaining charge $Z$ spreads over the surface. The energy is $Z^2/(2R)$.

Outside, with its centre at $d\ge a$, the shell acts on the sphere as a point charge. The potential of the sphere's charge is harmonic throughout the shell, so its average over the shell equals its value at the centre. The energy is thus $1/(2a)+E_Q(R+d)$, where $1/(2a)$ is the self-energy of the shell. The inner leg costs

$$
\frac1{2a}+E_Q(R+d)-\frac{(Q-1)^2}{2R}
=\frac1{2a}-\frac1{4d}+\frac1R\left[\frac{Q^2}2-Q+\frac58-\frac{Q^2-2Q+1}{2}\right]+\dots
$$

The bracket is $5/8-1/2=1/8$, whatever the value of $Q$. At a flat surface the same leg costs $1/(2a)-1/(4d)$. Curvature has made the inner leg dearer by $1/(8R)$, and this is the omitted work. For the neutral sphere,

$$
\frac{1}{8R}+\frac{3}{8R}=\frac1{2R}.
$$

The total does not require the expansion in $d/R$. The initial energy is zero and the final energy is $1/(2a)+1/(2R)$, while removal from a flat surface costs $W=1/(2a)$. In this model $I=W+1/(2R)$ at every $R>a$.

For $R=64$ and $d=2$ bohr, the unexpanded formula gives an excess of 0.001930 hartree for the inner leg and 0.005882 hartree for the outer one. The leading terms are $1/(8\times64)=0.001953$ and $3/(8\times64)=0.005859$. The small differences come from the terms of order $d/R^2$ and higher; they cancel in the sum, 0.00781 hartree.

## Why a fixed cut-off looks harmless

One may object that a microscopic length such as $d_0$ should not depend on the size of a large sphere. It needs to change very little. To include the inner leg, the cut-off $d_R$ of the sphere must satisfy

$$
\frac1{4d_R}=W+\frac1{8R}=\frac1{4d_0}\left(1+\frac{d_0}{2R}\right),
\qquad
d_R\simeq d_0-\frac{d_0^2}{2R}.
$$

For $W=0.0957$ hartree, the value found below for one model metal, $d_0=1/(4\times0.0957)=2.61$ bohr. At $R=64$ bohr the required change is, to leading order, $2.61^2/128=0.053$ bohr. It vanishes as $R\to\infty$, but only as $1/R$. Since the image energy has a finite slope $1/(4d_0^2)$ at $d_0$, the change contributes $1/(8R)$ to the energy. A cut-off fixed by the flat surface therefore cannot determine the coefficient of $1/R$.

## Attachment as a second case

The electron affinity $A$ is the energy released when a neutral sphere takes up an electron. It is also the energy needed to remove the electron again, so $Q=0$ and $Z=-1$. The outer leg alone gives $A=W-5/(8R)$ (the program prints this coefficient without its minus sign). Adding the inner $1/(8R)$ gives $A=W-1/(2R)$, as expected from the charging energy of the negative sphere.

The two cases show which observable can reveal the fault:

$$
\text{outer leg alone:}\quad I-A=\frac1R,\qquad \frac{I+A}2=W-\frac1{8R};
$$

$$
\text{both legs:}\quad I-A=\frac1R,\qquad \frac{I+A}2=W .
$$

The difference $I-A$ cannot separate the two calculations. The mean can. The incomplete argument amounts to lowering the mean by $1/(8R)$ for every metal.

## What the classical model leaves out

In a real metal the electron density spills over the edge of the positive charge and forms a surface dipole. This dipole can change with curvature, which permits a further term:

$$
I=W+\frac{1/2+c}{R}+O(R^{-2}),\qquad
A=W-\frac{1/2-c}{R}+O(R^{-2}).
$$

The number $c$ can be traced in the jellium model, where the ions are replaced by a uniform positive density $\bar n=3/(4\pi r_s^3)$ that ends at $R$ and stays fixed on ionisation. Let $n$ be the electron density, $n_+$ the background density and $v$ the electrostatic energy of an electron, zero at infinity. In a density-functional description,

$$
\mu=\frac{\delta G}{\delta n(\mathbf r)}+v(\mathbf r),
$$

where $G[n]$ contains the kinetic and exchange-correlation energies and $\mu$ is the chemical potential. Deep inside a large sphere the density is uniform. Then $v$ must be uniform too, and Poisson's equation requires $n=\bar n$. Up to corrections that, for the gradient functional used below, die out with depth over a microscopic length,

$$
\mu=\mu_{\rm b}(\bar n)+v(0),
$$

with $\mu_{\rm b}$ the bulk value of $\delta G/\delta n$. Because the background is rigid, with the same $\bar n$ for every sphere, $\mu_{\rm b}$ does not depend on $R$, and the size dependence of $\mu$ lies in $v(0)$.

Write $\Delta n=n-n_+$ and $x=r-R$. Each shell of charge contributes its charge divided by its radius at the centre, hence

$$
v(0)=4\pi\int r\,\Delta n\,dr=4\pi\left[R\int\Delta n\,dx+\int x\,\Delta n\,dx\right].
$$

Neutrality means $\int(R+x)^2\Delta n\,dx=0$. Expanding the square and dividing by $R$ gives

$$
R\int\Delta n\,dx=-2\int x\,\Delta n\,dx-\frac1R\int x^2\Delta n\,dx ,
$$

and therefore

$$
-v(0)=4\pi\left[\int x\,\Delta n\,dx+\frac1R\int x^2\Delta n\,dx\right].
$$

For a large sphere the profile is $\Delta n=\Delta n_0+\Delta n_1/R+\dots$, where $\Delta n_0$ belongs to the flat surface. Collecting powers of $1/R$ in $-\mu=W+c/R+\dots$ yields

$$
W=-\mu_{\rm b}+4\pi\int x\,\Delta n_0\,dx,
\qquad
c=4\pi\left[\int x\,\Delta n_1\,dx+\int x^2\Delta n_0\,dx\right].
$$

The first part of $c$ is the response of the profile to curvature. The second is the geometrical effect of bending a profile of finite width. This split refers to $x=0$ at the background edge; another choice of origin changes both parts but not their sum. Both depend on the quantum-mechanical density at the surface, and the image construction contains neither.

It remains to connect $\mu$ with $I$ and $A$. Let $E(N)$ be a smooth function of electron number at fixed background, as it is in the functional used below, and let primes denote derivatives. Then

$$
I=E(N-1)-E(N)=-\mu+\tfrac12E''-\tfrac16E'''+\dots,
$$

$$
A=E(N)-E(N+1)=-\mu-\tfrac12E''-\tfrac16E'''-\dots
$$

Because $\mu_{\rm b}$ is fixed, $E''=d\mu/dN$ is the change of $v(0)$ per added electron. This is the mean of $1/r$ over the added charge, which we write as $1/(R+\delta)$. The added charge lies at the surface, so $\delta$ is a microscopic length and $E''=1/R-\delta/R^2+\dots$. The charging coefficient $1/2$ thus survives in the quantum model, and $\delta$ enters at the next order. The third derivative arises because $\delta$ shifts with the surface field. That field is of order $1/R^2$ per electron, which makes $E'''$ of order $1/R^4$.

## Numbers for jellium spheres

The calculations use the Thomas–Fermi–Dirac–Weizsäcker functional with Wigner correlation. Its gradient term is $(\lambda/8)\int|\nabla n|^2/n$, with $\lambda=1/9$ unless stated otherwise. Spheres with $N=k^3$ electrons, with $k=12$, 16, 24, 36 and 50, were solved self-consistently and the results expanded in powers of $1/R$. The coefficient for $I$ comes from total energies, and $c$ comes from $v(0)$.

| $r_s$ (bohr) | $\lambda$ | $W$ (hartree) | $c$ | coefficient in $I$ |
|---|---|---|---|---|
| 2 | 1/9 | 0.1132 | −0.058 | 0.442 |
| 3 | 1/9 | 0.1049 | −0.060 | 0.440 |
| 4 | 1/9 | 0.0957 | −0.058 | 0.442 |
| 4 | 1 | 0.1297 | −0.254 | 0.246 |

In each row the last column equals $1/2+c$, and the coefficients of $I$ and $A$ differ by 1, as the charging energy requires.

Two features deserve comment. At $\lambda=1/9$, $c$ hardly varies with density, so these data give no evidence for a strong dependence on the metal. The near-constancy hides two changes that almost cancel: between $r_s=2$ and 4 bohr the profile part goes from −0.081 to −0.094, while the second-moment part goes from 0.023 to 0.037. Secondly, $c$ changes more than fourfold when $\lambda$ is raised to 1. The classical electrostatics is the same in both cases; the kinetic-energy functional, and with it the surface profile, has changed. This shows that $c$ depends on the surface profile. It also shows how sensitive its value is to the gradient coefficient, so the numbers in the table should not be read as predictions for real metals.

The value $c=-1/8$ lies between the two results at $r_s=4$ bohr. If $c$ varies continuously with $\lambda$, some intermediate $\lambda$ yields a slope of $3/8$. That agreement would be accidental, since nothing in the model singles out this $\lambda$.

Take the sphere with $r_s=4$ bohr, $\lambda=1/9$ and $N=4096$. Its radius is $R=4\times16=64$ bohr, and

$$
I=0.10252\ \text{hartree}\ (2.790\ \text{eV}),\qquad
A=0.08709\ \text{hartree}\ (2.370\ \text{eV}).
$$

With $W=0.09570$ hartree (2.604 eV), the shift is $I-W=0.00682$ hartree. It is made up as follows:

$$
\underbrace{0.007812}_{1/(2R)}\;\underbrace{-\,0.000904}_{c/R}\;\underbrace{-\,0.000089}_{\text{higher orders}}=0.00682\ \text{hartree}.
$$

The remainder can be understood. The energies give $\delta=0.79$ bohr, and the mean position of the added charge gives the same value. The term $-\delta/(2R^2)=-0.79/8192=-0.000096$ hartree is close to it. The difference, about +0.000008 hartree, comes mainly from the part of $-\mu$ beyond $W+c/R$.

The potential barrier of the surface can be followed directly. At the flat surface it is $W+\mu_{\rm b}=0.09570-0.07912=0.01658$ hartree. For the sphere it is $-v(0)=0.01568$ hartree. The loss of 0.0009 hartree is the term $c/R$: in this model, curvature lowers the surface barrier.

The cubic term is visible in the smallest sphere of the whole set, with $r_s=2$ bohr and $R=24$ bohr. There $(I+A)/2$ exceeds $-\mu$ by $1.78\times10^{-5}$ hartree, in agreement with $-E'''/6$ obtained from the chemical potentials of the three charge states. The full numerical output follows this comment.

## What measured slopes can decide

The argument should be withdrawn as a derivation, and its appeal to experiment needs care. A fit of $I$ against $1/R$ returns $1/2+c$ at best. A slope below $1/2$ is compatible with the full charging energy and a negative $c$, and a slope near $3/8$ does not establish the image argument.

Nor should every observed deviation be attributed to $c$. The expansion describes a smooth average for $R$ much larger than the screening length and $\delta$. Real clusters also have electronic shells, discrete ions, non-spherical shapes and a finite temperature, all absent from the model above. Their ions are not rigid either. A surface tension $\sigma$ compresses a sphere of bulk modulus $B$ by $\Delta\bar n/\bar n=2\sigma/(BR)$, which is itself of order $1/R$ and adds about $(2\sigma/B)\,\bar n\,dW/d\bar n$ to the coefficient. With rough values for sodium, $\sigma\approx0.2$ J/m² and $B\approx6$ GPa, $2\sigma/B\approx1.2$ bohr. The slope of $W$ in the table gives $\bar n\,dW/d\bar n=-(r_s/3)\,dW/dr_s\approx0.012$ hartree near $r_s=4$ bohr, so the addition is about $+0.014$, a quarter of $|c|$ at $\lambda=1/9$. The radius itself must be assigned: replacing $R$ by $R+s$, with a fixed length $s$, changes $1/(2R)$ by about $-s/(2R^2)$. Over a limited range of sizes such a term can bias a fitted slope, although it leaves the limiting coefficient unchanged.

If both energies are known for the same clusters, they should be combined before fitting. In the smooth average over sizes, the difference $I-A$ tests the charging energy, with limiting coefficient 1, and the mean $(I+A)/2$, compared with $W$, gives the remaining coefficient of $1/R$: $c$ for a rigid background, and $c$ together with the compression term for a real cluster. The comparison needs $W$ to better than $|c|/R$, which is only 0.025 eV for the sphere above; otherwise $W$ has to be fitted as the intercept. Shell effects must be averaged out first: combining the two energies does not remove them, and in the mean they can exceed $c/R$. For independent electrons in a spherical well at $r_s=4$ bohr, with up to a few thousand electrons, they are typically 0.06 to 0.1 times $1/R$ and reach about $0.2/R$. For the sphere above, half the difference is 0.00772 hartree, while the mean lies 0.00090 hartree below $W$. The first number is the charging energy with its small correction from $\delta$; the second measures how the surface barrier responds to curvature.

## Calculated quantities

```
CLASSICAL SPHERE
energy at r = 1.25 R, surface solution: -0.86889 /R hartree
energy at r = 1.25 R, closed formula: -0.86889 /R hartree
outer-leg excess over plane: 3/8 /R hartree
inner-leg excess over plane: 1/8 /R hartree
sum of both legs: 1/2 /R hartree
image shortcut, attachment coefficient: 5/8
example R = 64 bohr, d = 2 bohr
  inner-leg excess: 0.001930 hartree
  outer-leg excess: 0.005882 hartree
  field energy of charged sphere: 0.007813 hartree
JELLIUM SPHERES, coefficients of 1/R (dimensionless)
r_s = 2 bohr, lambda = 0.1111: W = 0.11317 hartree
  c = -0.0579, I: 0.4421, A: -0.5579
  c parts: profile change -0.0808, second moment 0.0229
  edge step 0.10474, sum rule 0.10474 hartree
r_s = 3 bohr, lambda = 0.1111: W = 0.10487 hartree
  c = -0.0599, I: 0.4401, A: -0.5599
  c parts: profile change -0.0849, second moment 0.0250
  edge step 0.02717, sum rule 0.02717 hartree
r_s = 4 bohr, lambda = 0.1111: W = 0.09570 hartree
  c = -0.0578, I: 0.4422, A: -0.5578
  c parts: profile change -0.0944, second moment 0.0366
  edge step 0.00365, sum rule 0.00365 hartree
r_s = 4 bohr, lambda = 1.0000: W = 0.12966 hartree
  c = -0.2539, I: 0.2461, A: -0.7539
  c parts: profile change -0.5271, second moment 0.2732
  edge step 0.00364, sum rule 0.00365 hartree
change of c on coarser grid (r_s = 4, lambda = 1/9): 5.3e-06
largest (I+A)/2 + mu: 1.78e-05 hartree at R = 24 bohr
  cubic charging term there: 1.78e-05 hartree
largest error of small-charge energy slope: 1.8e-07 hartree
WORKED SPHERE: r_s = 4 bohr, lambda = 1/9, N = 4096
R = 64.0 bohr
I = 0.102520 hartree = 2.7897 eV
A = 0.087086 hartree = 2.3697 eV
W = 0.095700 hartree = 2.6041 eV
I - W = 0.006820 hartree
charging term 1/(2R) = 0.007812 hartree
image shortcut 3/(8R) = 0.005859 hartree
quantum term c/R = -0.000904 hartree
remainder I-W-(1/2+c)/R = -0.000089 hartree
-mu = 0.094803 hartree, (I+A)/2 = 0.094803 hartree
bulk mu = -0.079124 hartree, v(0) = -0.015678 hartree
I - A = 0.015434 hartree, 1/R = 0.015625 hartree
delta from I - A: 0.7915 bohr
delta from added charge: 0.7915 bohr
```
